# Guiding centres, Landau degeneracy and gauge relations for Dirac spinors: a numerical check

```python
"""Guiding centres of a Dirac electron (charge -e) in a uniform field B along z.

Result under test: with Pi = p + e A and l^2 = hbar/(e B), the operators
X = x - Pi_y/(e B) and Y = y + Pi_x/(e B) commute with
H = c alpha.Pi + beta M c^2, and [X, Y] = i l^2. Each internal state
(Landau index n, energy sign, p_z, spin label) has e B/(2 pi hbar) states
per area. Symmetric-gauge spinors (guiding index m) are
exp(i x y/(2 l^2)) * integral dX h_m(X) * (Landau-gauge spinor at X),
where h_m is the normalized oscillator function of length l.
Spinor tests use units hbar = e = B = c = M = 1, hence l = 1.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import eval_hermite

x, y, z, X0 = sp.symbols("x y z X0", real=True)
hbar, e, B, c, M = sp.symbols("hbar e B c M", positive=True)
I = sp.I
natural = {hbar: 1, e: 1, B: 1, c: 1, M: 1}
A_symmetric = (-B*y/2, B*x/2, sp.S(0))
A_landau = (sp.S(0), B*x, sp.S(0))


def kinetic(f, axis, A):
    return -I*hbar*sp.diff(f, (x, y, z)[axis]) + e*A[axis]*f


def sigma_pi(u, A):
    px, py, pz = [[kinetic(f, k, A) for f in u] for k in range(3)]
    return [pz[0] + px[1] - I*py[1], px[0] + I*py[0] - pz[1]]


def dirac(psi, A):
    low, up = sigma_pi(psi[2:], A), sigma_pi(psi[:2], A)
    return [c*low[k] + M*c**2*psi[k] for k in range(2)] + \
           [c*up[k] - M*c**2*psi[k + 2] for k in range(2)]


def guide_x(f, A):
    return x*f - kinetic(f, 1, A)/(e*B)


def guide_y(f, A):
    return y*f + kinetic(f, 0, A)/(e*B)


def is_zero(expr):
    return sp.simplify(sp.expand(expr)) == 0


# Operator identities on arbitrary spinors in an arbitrary gauge with A_z = 0
lam = sp.Function("lam")(x, y)
A_any = (-B*y/2 + sp.diff(lam, x), B*x/2 + sp.diff(lam, y), sp.S(0))
generic = [sp.Function("f%d" % k)(x, y, z) for k in range(4)]
H_generic = dirac(generic, A_any)
for guide in (guide_x, guide_y):
    H_after = dirac([guide(f, A_any) for f in generic], A_any)
    for k in range(4):
        assert is_zero(H_after[k] - guide(H_generic[k], A_any))
f0 = generic[0]
assert is_zero(guide_x(guide_y(f0, A_any), A_any)
               - guide_y(guide_x(f0, A_any), A_any) - I*hbar/(e*B)*f0)
# The position itself is not conserved: [H, x] = -i hbar c alpha_x
H_x = dirac([x*f for f in generic], A_any)
for k in range(4):
    assert is_zero(H_x[k] - x*H_generic[k] + I*hbar*c*generic[3 - k])
# Square of sigma.Pi
square = sigma_pi(sigma_pi(generic[:2], A_any), A_any)
for k, sign in ((0, 1), (1, -1)):
    pi2 = sum(kinetic(kinetic(generic[k], j, A_any), j, A_any)
              for j in range(3))
    assert is_zero(square[k] - pi2 - sign*hbar*e*B*generic[k])


# Explicit orbitals and spinors, lengths in units of l
def landau_orbital(n):
    if n < 0:
        return sp.S(0)
    norm = 1/math.sqrt(2**n*math.factorial(n)*math.sqrt(math.pi)*2*math.pi)
    return (I**n*norm*sp.hermite(n, x - X0)
            * sp.exp(-(x - X0)**2/2 - I*X0*y))


def symmetric_orbital(n, m):
    if n < 0:
        return sp.S(0)
    lo, hi = min(n, m), max(n, m)
    w = x + I*y if n >= m else x - I*y
    norm = math.sqrt(math.factorial(lo)/math.factorial(hi)/(2*math.pi))
    r2 = x**2 + y**2
    return (I**n*(-1)**lo*norm*(w/math.sqrt(2))**(hi - lo)
            * sp.assoc_laguerre(lo, hi - lo, r2/2)*sp.exp(-r2/4))


kz = 0.75


def energy(n):
    return math.sqrt(1 + kz**2 + 2*n)


def spinor(orbital, n, spin):
    E = energy(n)
    norm = math.sqrt((E + 1)/(2*E))
    up, down = orbital(n - 1), orbital(n)
    mix, along = math.sqrt(2*n)/(E + 1), kz/(E + 1)
    if spin > 0:
        parts = [up, sp.S(0), along*up, mix*down]
    else:
        parts = [sp.S(0), down, mix*up, -along*down]
    return [norm*p*sp.exp(I*kz*z) for p in parts]


def value(expr, px, py):
    expr = sp.sympify(expr).subs(natural)
    return complex(sp.lambdify((x, y, z), expr, "numpy")(px, py, 0.3))


def oscillator(m, s):
    norm = math.sqrt(2.0**m*math.factorial(m)*math.sqrt(math.pi))
    return eval_hermite(m, s)*np.exp(-s**2/2)/norm


def angular(f):
    return -I*(x*sp.diff(f, y) - y*sp.diff(f, x))


point = (0.8, -0.5)
grid = np.linspace(-14, 14, 2801)
step = grid[1] - grid[0]
gauge_phase = sp.exp(I*x*y/2)
labels = [(0, -1), (1, 1), (1, -1), (2, 1), (2, -1)]
err_dirac = err_gauge = err_jz = 0.0
for n, spin in labels:
    lan = spinor(landau_orbital, n, spin)
    lan_fixed = [f.subs(X0, 0.7) for f in lan]
    moved = [gauge_phase*f for f in lan_fixed]
    for psi, A in ((lan_fixed, A_landau), (moved, A_symmetric)):
        Hpsi = dirac(psi, A)
        for k in range(4):
            err_dirac = max(err_dirac, abs(
                value(Hpsi[k] - energy(n)*psi[k], *point)))
            err_dirac = max(err_dirac, abs(
                value(guide_x(psi[k], A) - 0.7*psi[k], *point)))
    lan_numeric = [sp.lambdify((x, y, z, X0), f, "numpy") for f in lan]
    for m in range(4):
        sym = spinor(lambda q: symmetric_orbital(q, m), n, spin)
        Hsym = dirac(sym, A_symmetric)
        for k in range(4):
            err_dirac = max(err_dirac, abs(
                value(Hsym[k] - energy(n)*sym[k], *point)))
            jz = angular(sym[k]) + (0.5 if k % 2 == 0 else -0.5)*sym[k]
            err_jz = max(err_jz, abs(
                value(jz - (n - m - 0.5)*sym[k], *point)))
            integral = np.sum(oscillator(m, grid)*lan_numeric[k](
                point[0], point[1], 0.3, grid))*step
            integral *= np.exp(0.5j*point[0]*point[1])
            err_gauge = max(err_gauge, abs(integral - value(sym[k], *point)))
assert err_dirac < 1e-11 and err_jz < 1e-11 and err_gauge < 1e-11

# The gauge phase alone does not produce an angular-momentum eigenstate
single = (gauge_phase*landau_orbital(0)).subs(X0, 0.7)
lz_ratio = [value(angular(single), *p)/value(single, *p)
            for p in (point, (0.2, 1.1))]
assert abs(lz_ratio[0] - lz_ratio[1]) > 0.1

# Local density of guiding-centre states in both bases, and inverse relation
density_sym, density_lan, err_inverse = [], [], 0.0
lan = spinor(landau_orbital, 1, 1)
for p in (point, (2.0, 1.5)):
    total, rebuilt = 0.0, np.zeros(4, complex)
    for m in range(45):
        sym = spinor(lambda q: symmetric_orbital(q, m), 1, 1)
        vals = np.array([value(f, *p) for f in sym])
        total += np.sum(abs(vals)**2)
        rebuilt += oscillator(m, 0.7)*vals
    density_sym.append(total)
    direct = np.array([value((gauge_phase*f).subs(X0, 0.7), *p) for f in lan])
    err_inverse = max(err_inverse, np.max(abs(direct - rebuilt)))
    density_lan.append(sum(np.sum(abs(
        sp.lambdify((x, y, z, X0), f, "numpy")(p[0], p[1], 0.3, grid)
        * np.ones_like(grid))**2)*step for f in lan))
assert np.allclose(density_sym, 1/(2*math.pi), atol=1e-10)
assert np.allclose(density_lan, 1/(2*math.pi), atol=1e-10)
assert err_inverse < 1e-10


# Level count on a torus: lattice form of (sigma.Pi)^2 at p_z = 0
def torus_counts(flux_quanta, size=24):
    phi = flux_quanta/size**2
    T = np.zeros((size**2, size**2), complex)
    for i in range(size):
        for j in range(size):
            here = i*size + j
            wrap = np.exp(-2j*np.pi*phi*size*j) if i == size - 1 else 1
            T[here, ((i + 1) % size)*size + j] += wrap
            T[here, i*size + (j + 1) % size] += np.exp(2j*np.pi*phi*i)
    pi2 = np.linalg.eigvalsh(4*np.eye(size**2) - T - T.conj().T)
    pi2 /= 2*np.pi*phi
    index = np.concatenate([pi2 + 1, pi2 - 1])/2
    # window 0.25 covers the lattice shift, which is of order phi
    return [int(np.sum(abs(index - n) < 0.25)) for n in range(3)]


counts = {q: torus_counts(q) for q in (6, 9)}
for q in counts:
    assert counts[q] == [q, 2*q, 2*q]

# Worked example in SI units
field, area = 10.0, 1e-12
mc2 = const.m_e*const.c**2
length = math.sqrt(const.hbar/(const.e*field))
density = const.e*field/(2*math.pi*const.hbar)
quantum = 2*const.hbar*const.e*field*const.c**2
spacing = []
for pc in (0.0, mc2):
    E0 = math.sqrt(mc2**2 + pc**2)
    E1 = math.sqrt(E0**2 + quantum)
    gap = quantum/(E1 + E0)
    assert abs((E1 - E0)/gap - 1) < 1e-5  # rounding in the difference
    spacing.append(gap/const.e*1e3)
norm = math.sqrt((E1 + mc2)/(2*E1))
coefs = [norm, norm*mc2/(E1 + mc2), norm*math.sqrt(quantum)/(E1 + mc2)]
assert abs(sum(v**2 for v in coefs) - 1) < 1e-12

print("magnetic field B = %.1f T" % field)
print("magnetic length l = %.4f nm" % (length*1e9))
print("flux quantum h/e = %.6e Wb" % (const.h/const.e))
print("guiding-centre density eB/(2 pi hbar) = %.5e m^-2" % density)
print("area per guiding-centre state = %.3f nm^2" % (1e18/density))
print("chosen area = %.1f um^2" % (area*1e12))
print("states in area, level n=0, fixed p_z, E>0 = %.1f" % (density*area))
print("states in area, level n=1, fixed p_z, E>0 = %.1f" % (2*density*area))
print("electron rest energy = %.3f keV" % (mc2/const.e/1e3))
print("E_1 - E_0 at p_z = 0: %.5f meV" % spacing[0])
print("E_1 - E_0 at p_z = Mc: %.5f meV" % spacing[1])
print("E_1 at p_z = Mc: %.3f keV" % (E1/const.e/1e3))
print("n=1 spin-up-label spinor at p_z = Mc, coefficients:")
print("  component 1 (orbital 0): %.6f" % coefs[0])
print("  component 3 (orbital 0): %.6f" % coefs[1])
print("  component 4 (orbital 1): %.4e" % coefs[2])
guide_m = 2
print("rms guiding radius for m=2: %.3f nm"
      % (length*1e9*math.sqrt(2*guide_m + 1)))
sample = (1.0, 0.5)
print("sample point x/l, y/l = %.1f, %.1f" % sample)
for n in (0, 1):
    exact = value(symmetric_orbital(n, guide_m), *sample)
    func = sp.lambdify((x, y, X0), landau_orbital(n), "numpy")
    summed = np.sum(oscillator(guide_m, grid)*func(*sample, grid))*step
    summed *= np.exp(0.5j*sample[0]*sample[1])
    assert abs(exact - summed) < 1e-11
    print("l*F(orbital %d, m=2), Landau sum: %.6f %+.6f i"
          % (n, summed.real, summed.imag))
    print("l*F(orbital %d, m=2), Laguerre:   %.6f %+.6f i"
          % (n, exact.real, exact.imag))
print("l^2 * local density, symmetric basis: %.8f, %.8f" % tuple(density_sym))
print("l^2 * local density, Landau basis:    %.8f, %.8f" % tuple(density_lan))
print("1/(2 pi) = %.8f" % (1/(2*math.pi)))
for q in counts:
    print("torus with %d flux quanta, states in n=0,1,2: %d, %d, %d"
          % ((q,) + tuple(counts[q])))
print("largest Dirac-equation residual: %.1e" % err_dirac)
print("largest J_z residual: %.1e" % err_jz)
print("largest gauge-relation error: %.1e" % err_gauge)
print("largest inverse-relation error: %.1e" % err_inverse)
print("L_z f/f for one moved strip state, point 1: %.4f %+.4f i"
      % (lz_ratio[0].real, lz_ratio[0].imag))
print("L_z f/f for one moved strip state, point 2: %.4f %+.4f i"
      % (lz_ratio[1].real, lz_ratio[1].imag))
print("success")
```

It prints:

```
magnetic field B = 10.0 T
magnetic length l = 8.1130 nm
flux quantum h/e = 4.135668e-15 Wb
guiding-centre density eB/(2 pi hbar) = 2.41799e+15 m^-2
area per guiding-centre state = 413.567 nm^2
chosen area = 1.0 um^2
states in area, level n=0, fixed p_z, E>0 = 2418.0
states in area, level n=1, fixed p_z, E>0 = 4836.0
electron rest energy = 510.999 keV
E_1 - E_0 at p_z = 0: 1.15768 meV
E_1 - E_0 at p_z = Mc: 0.81860 meV
E_1 at p_z = Mc: 722.662 keV
n=1 spin-up-label spinor at p_z = Mc, coefficients:
  component 1 (orbital 0): 0.923880
  component 3 (orbital 0): 0.382683
  component 4 (orbital 1): 2.5760e-05
rms guiding radius for m=2: 18.141 nm
sample point x/l, y/l = 1.0, 0.5
l*F(orbital 0, m=2), Landau sum: 0.077394 -0.103192 i
l*F(orbital 0, m=2), Laguerre:   0.077394 -0.103192 i
l*F(orbital 1, m=2), Landau sum: -0.100331 -0.200662 i
l*F(orbital 1, m=2), Laguerre:   -0.100331 -0.200662 i
l^2 * local density, symmetric basis: 0.15915494, 0.15915494
l^2 * local density, Landau basis:    0.15915494, 0.15915494
1/(2 pi) = 0.15915494
torus with 6 flux quanta, states in n=0,1,2: 6, 12, 12
torus with 9 flux quanta, states in n=0,1,2: 9, 18, 18
largest Dirac-equation residual: 1.4e-15
largest J_z residual: 7.6e-16
largest gauge-relation error: 6.8e-15
largest inverse-relation error: 5.4e-16
L_z f/f for one moved strip state, point 1: -0.3650 +0.0500 i
L_z f/f for one moved strip state, point 2: -0.7250 +0.5500 i
success
```
